\section*{Donor freeze-out: when the Arrhenius slope is half the ionisation energy}

\section*{Question}

I am looking at the electron density $n$ of phosphorus-doped diamond grown by chemical vapour deposition. I learned that freeze-out gives $n\propto\exp(-E_d/2kT)$, where $E_d$ is the depth of the donor below the conduction band. The argument was that each ionised donor makes one electron, so the law of mass action gives $n^2\propto\exp(-E_d/kT)$.

Suppose my plot of $\ln n$ against $1/kT$, after removal of the power of $T$ that comes from the band, has a slope of about $0.6$~eV. Must I double it and conclude that $E_d=1.2$~eV? The layer also contains acceptor-like native defects. A colleague says that they change the factor of two as soon as there are more of them than electrons. Is that right, and how could a defect that takes no part in the ionisation change the slope?

\section*{Answer}

You should not double the slope without knowing the acceptor density. The mass-action law survives compensation, but the step from it to $n^2$ does not: that step assumes that the ionised donors are as numerous as the electrons. Your colleague has the right cause, but the condition needs to be sharper.

\subsection*{The equation for the electron density}

Let there be $N_D$ donors per unit volume, each able to bind one electron, and $N_A<N_D$ acceptor charges. The acceptors lie deep in the gap and are all filled; a defect that holds two extra electrons counts twice in $N_A$. Energies are measured from the conduction band edge, so the donor level is at $-E_d$.

While the Fermi level $E_F$ stays several $kT$ below the band edge, Boltzmann statistics give
\begin{equation}
n=N_c\,e^{E_F/kT},\qquad
N_c=12\sqrt{m_l m_t^2}\left(\frac{kT}{2\pi\hbar^2}\right)^{3/2}.
\end{equation}
Here $N_c$ is the Gaussian integral over six ellipsoidal valleys with two spins, and $m_l$ and $m_t$ are the longitudinal and transverse masses.

A donor has one empty state, of statistical weight 1, and $g=2$ singly occupied spin states, each of weight $e^{(E_F+E_d)/kT}$. Double occupation is excluded by the repulsion between the electrons. The value $g=2$ assumes that the five other valley combinations of the ground orbital lie many $kT$ higher. If they lay only 0.05~eV higher, the slope of 0.598~eV fitted below would fall to 0.572~eV and $n$ at 300~K to 0.58 of its value; if all six were degenerate, $g$ would be 12. The density of ionised donors is therefore
\begin{equation}
N_D^+=\frac{N_D}{1+g\,e^{(E_F+E_d)/kT}}
\quad\Rightarrow\quad
\frac{N_D^+}{N_D-N_D^+}=\frac1g\,e^{-(E_F+E_d)/kT}.
\end{equation}
Multiplying the last relation by $n$ removes $E_F$:
\begin{equation}
\frac{n\,N_D^+}{N_D-N_D^+}=K,\qquad K=\frac{N_c}{g}\,e^{-E_d/kT}.
\label{mass}
\end{equation}
This is the mass-action law, and it contains the full energy $E_d$. The acceptors enter through neutrality. The positive charge $N_D^+$ must balance the electrons and the filled acceptors, so $N_D^+=n+N_A$ and
\begin{equation}
\frac{n(n+N_A)}{N_D-N_A-n}=K.
\label{main}
\end{equation}
Clearing the fraction gives $n^2+(N_A+K)n-K(N_D-N_A)=0$. Its positive root, written so that no nearly equal numbers are subtracted, is
\begin{equation}
n=\frac{2K(N_D-N_A)}{N_A+K+\sqrt{(N_A+K)^2+4K(N_D-N_A)}} .
\end{equation}

\subsection*{Where the half comes from, and where it goes}

If $N_A\ll n\ll N_D$, equation (\ref{main}) becomes $n^2/N_D=K$, so
\begin{equation}
n=\sqrt{N_DK}\propto T^{3/4}e^{-E_d/2kT}.
\end{equation}
On heating, the two factors $n$ and $N_D^+$ in (\ref{mass}) grow together, and each takes half of the growth of $K$ on a logarithmic scale.

If instead $n\ll N_A$ and $n\ll N_D-N_A$, then
\begin{equation}
n=K\,\frac{N_D-N_A}{N_A}\propto T^{3/2}e^{-E_d/kT}.
\label{full}
\end{equation}
The acceptors have already emptied $N_A$ donors, and the few thermal electrons hardly alter that number. With $N_D^+$ held at $N_A$, the whole growth of $K$ falls to $n$. This is how a defect that stays filled changes the slope: it fixes the number of empty donors.

The Fermi level tells the same story. From $E_F=kT\ln(n/N_c)$ the two cases give
\begin{align}
E_F&=-\frac{E_d}{2}+\frac{kT}{2}\ln\frac{N_D}{gN_c}
&&(N_A\ll n\ll N_D),\\
E_F&=-E_d+kT\ln\frac{N_D-N_A}{gN_A}
&&(n\ll N_A,\ N_D-N_A).
\end{align}
Apart from the terms in $kT$, the electrons are excited from a Fermi level halfway between donor and band in the first case, and from one at the donor level in the second.

\subsection*{The slope between the limits}

Take the logarithm of (\ref{main}),
\begin{equation}
\ln n+\ln(n+N_A)-\ln(N_D-N_A-n)=\ln K,
\end{equation}
and differentiate with respect to $\ln n$, using $d/d\ln n=n\,d/dn$. The three terms give $1$, $n/(n+N_A)$ and $+n/(N_D-N_A-n)$; the last is positive because two minus signs meet. With $f=d\ln n/d\ln K$,
\begin{equation}
\frac1f=1+\frac{n}{n+N_A}+\frac{n}{N_D-N_A-n}.
\label{share}
\end{equation}
I call $f$ the share of the ionisation energy that appears in the slope. Since $N_c\propto T^{3/2}$, we have $\ln K=\text{const}-\tfrac32\ln(1/kT)-E_d/kT$, and therefore
\begin{equation}
-\frac{d\ln n}{d(1/kT)}=f\left(E_d+\tfrac32kT\right).
\end{equation}
Plotting $\ln(n/T^p)$ instead of $\ln n$ lowers this slope by $p\,kT$. The choice $p=3/2$ leaves $E_d$ when $f=1$, and $p=3/4$ leaves $E_d/2$ when $f=1/2$.

Equation (\ref{share}) corrects the rule ``more acceptors than electrons'' in two ways. First, at $n=N_A\ll N_D$ it gives $1/f\approx1+\tfrac12$, so the share is about $2/3$. The acceptors must far exceed the electrons before the slope is close to the full value. Second, the last term must also be small. Take $N_D=5.2\times10^{16}$ and $N_A=5.0\times10^{16}$~cm$^{-3}$, with the diamond parameters given below, at 1000~K. Then $n=1.52\times10^{15}$~cm$^{-3}$, which is 3\% of $N_A$, yet
\begin{equation}
\frac1f=1+\frac{1.52}{51.5}+\frac{1.52}{2.0-1.52}\approx4.2,\qquad f\approx0.24 .
\end{equation}
Most of the $N_D-N_A$ available electrons are already in the band, and the curve is levelling off.

\subsection*{Is there a stretch of half slope at all?}

Setting $f=1/2$ in (\ref{share}) requires
\begin{equation}
\frac{n}{N_D-N_A-n}=1-\frac{n}{n+N_A}=\frac{N_A}{n+N_A}.
\end{equation}
Cross-multiplying gives $n(n+N_A)=N_A(N_D-N_A-n)$, or $(n+N_A)^2=N_AN_D$. Hence
\begin{equation}
n_{1/2}=\sqrt{N_AN_D}-N_A .
\end{equation}
Comparison with (\ref{main}) shows that $K=N_A$ at this point. Because $1/f$ rises steadily with $n$, from 1 without bound, each curve with $0<N_A<N_D$ has one such point.

Passing through the value $1/2$ is not the same as staying near it. To see how fast the share changes there, differentiate (\ref{share}) again:
\begin{equation}
\frac{d(1/f)}{d\ln n}=\frac{nN_A}{(n+N_A)^2}
+\frac{n(N_D-N_A)}{(N_D-N_A-n)^2}.
\end{equation}
Put $r=\sqrt{N_A/N_D}$. At the half-slope point $n=r(1-r)N_D$, $n+N_A=rN_D$ and $N_D-N_A-n=(1-r)N_D$. The two terms become $r(1-r)$ and $r(1+r)$, with sum $2r$. Since $df=-f^2\,d(1/f)$ and $f^2=1/4$,
\begin{equation}
\left.\frac{df}{d\ln n}\right|_{1/2}=-\frac12\sqrt{\frac{N_A}{N_D}} .
\end{equation}
A straight stretch of half slope therefore needs $\sqrt{N_A/N_D}\ll1$, which is much more demanding than $N_A<N_D$. For $N_A/N_D=10^{-6}$, equation (\ref{share}) keeps $f$ between 0.45 and 0.55 over 4.6 decades of $n$. For $10^{-3}$ this shrinks to 1.6 decades, and for $10^{-1}$ to 0.3.

In the other direction, cooling makes $K$ and hence $n$ tend to zero. In this model any $N_A>0$ therefore leads to the full slope at low enough temperature.

\subsection*{Numbers for phosphorus in diamond}

I take rough typical values: $E_d=0.6$~eV, $N_D=10^{18}$~cm$^{-3}$, and masses $m_l=1.6$ and $m_t=0.3$ in units of the free-electron mass. At 300~K, $kT=0.02585$~eV and $N_c=5.71\times10^{19}$~cm$^{-3}$, so
\begin{equation}
K=\frac{5.71\times10^{19}}{2}\,e^{-0.6/0.02585}
=2.38\times10^{9}\ \text{cm}^{-3}.
\end{equation}
With $N_A=10^{17}$~cm$^{-3}$, equation (\ref{full}) gives $n=9K=2.1\times10^{10}$~cm$^{-3}$. With $N_A=10^{12}$~cm$^{-3}$, the square-root law gives $n=\sqrt{N_DK}=4.9\times10^{13}$~cm$^{-3}$, about 1\% above the full solution.

The table holds $N_D$ and $E_d$ fixed and changes only $N_A$. The shares come from a numerical solution of the neutrality condition with the Fermi--Dirac integral in place of the Boltzmann factor.

\begin{center}
\begin{tabular}{cccc}
$N_A$ (cm$^{-3}$) & $f$, 300 K & $f$, 450 K & $f$, 600 K\\
\hline
$10^{17}$ & 1.00 & 1.00 & 0.94\\
$10^{15}$ & 1.00 & 0.58 & 0.50\\
$10^{12}$ & 0.51 & 0.50 & 0.49
\end{tabular}
\end{center}

I then fitted straight lines by least squares to 25 computed densities, equally spaced in $1/T$ from 300 to 600~K:
\begin{itemize}
\item For $N_A=10^{17}$~cm$^{-3}$, $\ln(n/T^{3/2})$ has slope 0.598~eV. This is $E_d$ itself, and doubling it would give a false 1.20~eV.
\item For $N_A=10^{12}$~cm$^{-3}$, $\ln(n/T^{3/4})$ has slope 0.300~eV. Here doubling is correct.
\item For $N_A=10^{15}$~cm$^{-3}$, the same two plots give 0.43 and 0.45~eV. Neither number is $E_d$ or $E_d/2$, because the curve bends inside the window; $n$ passes $N_A$ at 411~K.
\end{itemize}

\subsection*{Telling the cases apart}

A straight line does not name its own regime, but its height helps. Suppose the first sample were misread as uncompensated, with $E_d'=1.2$~eV. Equating $\sqrt{N_D'N_c/g}\;e^{-E_d'/2kT}$ to the density in (\ref{full}), the exponentials cancel and
\begin{equation}
N_D'=\frac{N_c}{g}\left(\frac{N_D-N_A}{N_A}\right)^2
=2.86\times10^{19}\times 81\approx2.3\times10^{21}\ \text{cm}^{-3}
\end{equation}
at 300~K. That is over two thousand times the donor density assumed, and a chemical analysis of the phosphorus content would expose the contradiction. (A misreading carried through with the $T^{3/4}$ plot gives $E_d'=1.25$~eV and an $N_D'$ about seven times larger still.) The test loses its force under heavy compensation: for $N_D=10^{19}$~cm$^{-3}$ and $N_A/N_D=0.8$, the $T^{3/4}$ misreading returns an $N_D'$ only about 1.3 times the true $N_D$, and the height cannot tell the regimes apart.

In the full-slope regime the height gives only the ratio $(N_D-N_A)/N_A$, and only if $N_c$ and $g$ are known and the donor depth does not change with temperature. Separate values of $N_D$ and $N_A$ need a bend in the data or an independent measurement. If a bend is present, fit the whole of (\ref{main}) rather than a line.

\subsection*{How far this holds for a real layer}

Of the three samples, $N_A=10^{17}$~cm$^{-3}$ is meant as the realistic one. The value $10^{12}$~cm$^{-3}$ is a hypothetical purity, five orders of magnitude lower, chosen to display the half slope. For the realistic sample, one correction to the energy comes from the assumption of isolated donors. If the acceptors are singly charged, the ionised donors and filled acceptors together have the density $2N_A+n$. These charged centres lower $E_d$ by an amount of the order of the Coulomb energy at their mean spacing, $e^2(2N_A+n)^{1/3}/4\pi\varepsilon_0\varepsilon_r$. With $\varepsilon_r=5.7$ this is 0.015~eV, which would bring the fitted energy from 0.598 down to 0.583~eV. This is only an estimate of size: screening makes the lowering depend on temperature, and the shift of the slope may well be twice as large. The slope therefore lies a few hundredths of an electronvolt below the depth of a lone donor, and it need not equal the depth at any one temperature.

A linear fall of the depth with temperature, $E_d(T)=E_0-aT$, multiplies $K$ by the constant $e^{a/k}$. In the full regime the slope then gives $E_0$. For $a=5\times10^{-5}$~eV/K the fit changes by only about 0.001~eV. The height is more sensitive: here $e^{a/k}\approx1.8$, and a ratio $(N_D-N_A)/N_A$ read from the height without allowing for the drift would be too large by this factor.

The quantity plotted also matters. Conductivity contains the mobility as well as $n$. If the mobility falls as $T^{-2}$, the logarithm of the conductivity, with no power of $T$ removed, has a fitted slope of 0.581~eV. Mobility laws from $T^{-3}$ to $T^{3/2}$ give 0.55 to 0.70~eV, a spread small beside the factor of two. This holds only while the current is carried in the band. A rough estimate makes hopping between donors negligible at $N_D=10^{18}$~cm$^{-3}$ but comparable to band conduction at 300~K near $10^{19}$~cm$^{-3}$. Above that, hopping lowers the slope of the conductivity strongly, and the slope no longer measures $E_d$.

So a slope of 0.6~eV in a layer like the realistic one means $E_d\approx0.6$~eV. The doubled value would be justified if you could show that $N_A$ lies far below $n$ throughout the fitted range, and $n$ far below $N_D$. With $E_d=1.2$~eV and $N_D=10^{18}$~cm$^{-3}$, $n$ at 300~K is only about $4\times10^{8}$~cm$^{-3}$, so $N_A$ would have to be far below that. Between the limits the same fitted slope means an intermediate depth: a slope of 0.6~eV in $\ln(n/T^{3/2})$ from 300 to 600~K corresponds to $E_d\approx0.70$~eV for $N_A=10^{15}$ and $0.88$~eV for $10^{13}$~cm$^{-3}$.
